# Trap energy and thickness scaling from a fourth-power current law: a numerical check

```python
"""Test of the Mark-Helfrich law for exponential traps:
J = q^(1-l) mu Nc [(2l+1)/(l+1)]^(l+1) [l eps/((l+1) Neff)]^l
    * V^(l+1) / L^(2l+1),   l = Et/kT.
J: current density, V: voltage without built-in part, L: thickness,
mu: mobility, Nc: transport-state density, Et: trap decay energy,
Neff = Nt (pi/l)/sin(pi/l), Nt: total trap density, eps: permittivity.
The solver integrates Poisson's equation with the drift current and
does not use this law. Internal units are SI, with trap energies in eV.
"""
import numpy as np
from scipy.constants import e as q, k as k_B, epsilon_0
from scipy.integrate import solve_ivp, trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

T = 300.0
slope_measured = 4.0
kT = k_B * T / q
l_index = slope_measured - 1.0
E_t = l_index * kT
L = 200e-9
eps_r = 3.0
eps = eps_r * epsilon_0
mu0 = 1e-10
Nc = 1e27
Nt = 1e25
V_low, V_high = 5.0, 10.0
gamma = 2e-4          # (m/V)^0.5, rough field dependence of mobility
n_contact = 1e25      # electron density at the ohmic contact

nodes, weights = np.polynomial.legendre.leggauss(200)
t = 0.5 * (nodes + 1.0)
w = 0.5 * weights


def constant_mobility(F):
    return mu0 * np.ones_like(F)


def field_mobility(F):
    return mu0 * np.exp(gamma * np.sqrt(F))


def effective_traps(l):
    return Nt * (np.pi / l) / np.sin(np.pi / l)


def trapped_power(l):
    return lambda n: effective_traps(l) * (n / Nc) ** (1.0 / l)


def with_free(trapped):
    return lambda n: n + trapped(n)


def solve_film(V, thickness, charge, mobility=constant_mobility):
    """Current density and exit field from quadrature over the field."""
    def integrals(lnJ, F_exit):
        F = F_exit * t**3
        n = np.exp(lnJ) / (q * mobility(F) * F)
        dx = eps / (q * charge(n)) * 3.0 * F_exit * t**2 * w
        return dx.sum(), (F * dx).sum()

    def current_log(F_exit):
        return brentq(lambda a: np.log(integrals(a, F_exit)[0] / thickness),
                      -35.0, 25.0, xtol=1e-12)

    def voltage_error(f):
        F_exit = f * V / thickness
        return integrals(current_log(F_exit), F_exit)[1] / V - 1.0

    f = brentq(voltage_error, 0.98, 2.02, xtol=1e-12)
    F_exit = f * V / thickness
    return np.exp(current_log(F_exit)), F_exit


def mark_helfrich(V, thickness, l, N):
    return (q**(1 - l) * mu0 * Nc * ((2*l + 1) / (l + 1))**(l + 1)
            * (l * eps / ((l + 1) * N))**l
            * V**(l + 1) / thickness**(2*l + 1))


def voltage_slope(charge, mobility=constant_mobility, V1=V_low, V2=V_high):
    J1 = solve_film(V1, L, charge, mobility)[0]
    J2 = solve_film(V2, L, charge, mobility)[0]
    return np.log(J2 / J1) / np.log(V2 / V1)


def thickness_slope(charge, mobility=constant_mobility):
    J1 = solve_film(V_high, L, charge, mobility)[0]
    J2 = solve_film(V_high, 2*L, charge, mobility)[0]
    return np.log(J2 / J1) / np.log(2.0)


# Closed law against quadrature, for an integer and a non-integer index.
for l in (l_index, 1.7):
    for V, d in ((V_low, L), (V_high, 1.5*L)):
        J_num, F_num = solve_film(V, d, trapped_power(l))
        J_law = mark_helfrich(V, d, l, effective_traps(l))
        assert abs(J_num / J_law - 1) < 1e-5
        assert abs(F_num * d / V - (2*l + 1) / (l + 1)) < 1e-5
ideal_m = voltage_slope(trapped_power(l_index))
ideal_thickness = thickness_slope(trapped_power(l_index))
assert abs(ideal_m - 4) < 1e-5
assert abs(ideal_thickness + 7) < 1e-5

# Trap occupation from the Fermi integral, without a sharp step.
depth = np.linspace(0.0, 40.0 * E_t, 4001)


def occupation(density, thermal_energy):
    u = np.linspace(-60.0, 10.0, 351)
    filled = 1.0 / (1.0 + np.exp(-u[:, None] - depth / thermal_energy))
    table = CubicSpline(u, np.log(trapezoid(density * filled, depth, axis=1)))
    return lambda n: np.exp(table(np.clip(np.log(n / Nc), -60.0, 10.0)))


exponential = Nt / E_t * np.exp(-depth / E_t)
fermi_traps = occupation(exponential, kT)
for fraction in (1e-10, 1e-7):
    ratio = fermi_traps(fraction*Nc) / trapped_power(l_index)(fraction*Nc)
    assert abs(ratio - 1) < 1e-3
full = with_free(fermi_traps)
J_full_low = solve_film(V_low, L, full)[0]
J_full_high = solve_film(V_high, L, full)[0]
N_eff = effective_traps(l_index)
J_low = mark_helfrich(V_low, L, l_index, N_eff)
J_high = mark_helfrich(V_high, L, l_index, N_eff)
assert abs(J_full_low / J_low - 1) < 0.02
m_full = voltage_slope(full)
assert abs(m_full - 4) < 0.05

# A fixed trap distribution seen at other temperatures.
temperature_slopes = {}
for temp in (250.0, 300.0, 350.0):
    thermal = k_B * temp / q
    charge_T = with_free(occupation(exponential, thermal))
    m_T = voltage_slope(charge_T, V1=1.0, V2=2.0)
    assert abs(m_T - (1 + E_t / thermal)) < 0.03
    temperature_slopes[temp] = m_T

# Local trap laws share one scaling, field-dependent mobility breaks it.
gauss_centre, gauss_width, gauss_density = 0.5, 0.1, 1e24
gaussian = (gauss_density / (gauss_width * np.sqrt(2*np.pi))
            * np.exp(-0.5 * ((depth - gauss_centre) / gauss_width)**2))
gauss_charge = with_free(occupation(gaussian, kT))
J_a = solve_film(V_low, L, gauss_charge)[0]
J_b = solve_film(4*V_low, 2*L, gauss_charge)[0]
gauss_scaling = J_b / J_a
assert abs(gauss_scaling - 2) < 1e-5
gauss_m_low = voltage_slope(gauss_charge, V1=0.99*V_low, V2=1.01*V_low)
gauss_m_high = voltage_slope(gauss_charge, V1=0.99*V_high, V2=1.01*V_high)
J_c = solve_film(V_low, L, full, field_mobility)[0]
J_d = solve_film(4*V_low, 2*L, full, field_mobility)[0]
field_scaling = J_d / J_c
assert abs(field_scaling - 2) > 0.1

# A smaller trap energy can imitate the slope when mobility rises with field.
m_field = voltage_slope(full, field_mobility)


def imitation_error(l):
    return voltage_slope(with_free(trapped_power(l)), field_mobility) - 4.0


l_imitation = brentq(imitation_error, 1.5, 3.0, xtol=1e-8)
imitation_thickness = thickness_slope(
    with_free(trapped_power(l_imitation)), field_mobility)
assert l_imitation < l_index
assert -6.9 < imitation_thickness < -5.5

# Diffusion: integrate from the exit to the ohmic contact at fixed current.
power_charge = with_free(trapped_power(l_index))


def voltage_with_diffusion(J, V, thermal_voltage):
    j = J * L / (q * mu0 * Nc * V)

    def rhs(s, y):
        u = min(y[0], 3.0)
        rho = power_charge(Nc * np.exp(u))
        return [-(V / thermal_voltage) * (y[1] - j * np.exp(-u)),
                -q * rho * L**2 / (eps * V), y[1]]

    def contact(s, y):
        return y[0] - np.log(n_contact / Nc)
    contact.terminal = True
    contact.direction = 1

    def run(f):
        sol = solve_ivp(rhs, (0.0, 5.0), [np.log(j / f), f, 0.0],
                        method="LSODA", events=contact,
                        rtol=1e-8, atol=1e-10)
        assert sol.status == 1
        return sol.t[-1], sol.y[2, -1]

    f_exit = brentq(lambda f: run(f)[0] - 1.0, 1.2, 2.2, xtol=1e-8)
    return V * run(f_exit)[1]


J_drift_low = solve_film(V_low, L, power_charge)[0]
J_drift_high = solve_film(V_high, L, power_charge)[0]
V_diff_low = voltage_with_diffusion(J_drift_low, V_low, kT)
V_diff_high = voltage_with_diffusion(J_drift_high, V_high, kT)
V_cold = voltage_with_diffusion(J_drift_high, V_high, kT / 20)
assert abs(V_cold - V_high) < 0.2 * abs(V_diff_high - V_high)
m_diff = np.log(J_drift_high / J_drift_low) / np.log(V_diff_high / V_diff_low)

F_mean = V_high / L
F_exit = solve_film(V_high, L, trapped_power(l_index))[1]
n_exit = J_high / (q * mu0 * F_exit)
nt_exit = trapped_power(l_index)(n_exit)
J_step = mark_helfrich(V_high, L, l_index, Nt)
J_double = solve_film(V_high, 2*L, trapped_power(l_index))[0]
J_free = 9 * eps * mu0 * V_high**2 / (8 * L**3)
pf_lowering = np.sqrt(q * F_mean / (np.pi * eps))

print(f"Temperature: {T:.0f} K; kT: {kT*1e3:.3f} meV")
print(f"Stated voltage slope: {slope_measured:.1f}; index l: {l_index:.1f}")
print(f"Trap decay energy: {E_t*1e3:.2f} meV")
print(f"Trap temperature: {E_t*q/k_B:.0f} K")
print(f"Trap-energy error for slope error 0.1: {0.1*kT*1e3:.2f} meV")
print(f"Thickness: {L*1e9:.0f} nm; relative permittivity: {eps_r:.1f}")
print(f"Mobility: {mu0*1e4:.1e} cm2/Vs")
print(f"Transport states: {Nc*1e-6:.1e} cm^-3")
print(f"Total traps: {Nt*1e-6:.1e} cm^-3")
print(f"Bias range: {V_low:.0f} to {V_high:.0f} V")
print(f"Occupation factor Neff/Nt: {N_eff/Nt:.4f}")
print(f"Ideal numerical voltage slope: {ideal_m:.5f}")
print(f"Ideal numerical thickness exponent: {ideal_thickness:.5f}")
print(f"Law, current at {V_low:.0f} V: {J_low*100:.4f} uA/cm2")
print(f"Law, current at {V_high:.0f} V: {J_high*100:.3f} uA/cm2")
print(f"Sharp-step law at {V_high:.0f} V: {J_step*100:.3f} uA/cm2")
print(f"Sharp-step current / finite-T current: {J_step/J_high:.3f}")
print(f"Current at doubled thickness, {V_high:.0f} V: {J_double*100:.4f} uA/cm2")
print(f"Current reduction on doubling thickness: {J_high/J_double:.2f}")
print(f"Trap-free current at {V_high:.0f} V: {J_free*100:.1f} uA/cm2")
print(f"Mean field at {V_high:.0f} V: {F_mean*1e-8:.3f} MV/cm")
print(f"Exit field at {V_high:.0f} V: {F_exit*1e-8:.3f} MV/cm")
print(f"Free density at exit: {n_exit*1e-6:.3e} cm^-3")
print(f"Trapped density at exit: {nt_exit*1e-6:.3e} cm^-3")
print(f"Free/trapped density at exit: {n_exit/nt_exit:.5f}")
print(f"Full-statistics current / law, {V_low:.0f} V: {J_full_low/J_low:.4f}")
print(f"Full-statistics current / law, {V_high:.0f} V: {J_full_high/J_high:.4f}")
print(f"Slope with free charge and full statistics: {m_full:.4f}")
for temp, m_T in temperature_slopes.items():
    print(f"Slope from 1 to 2 V at {temp:.0f} K: {m_T:.3f}")
print(f"Gaussian trap centre, width: {gauss_centre:.2f}, {gauss_width:.2f} eV")
print(f"Gaussian trap density: {gauss_density*1e-6:.1e} cm^-3")
print(f"Gaussian local slope at {V_low:.0f} V: {gauss_m_low:.3f}")
print(f"Gaussian local slope at {V_high:.0f} V: {gauss_m_high:.3f}")
print(f"Gaussian J(4V,2L)/J(V,L), V={V_low:.0f} V: {gauss_scaling:.5f}")
print(f"Field-mobility J(4V,2L)/J(V,L), V={V_low:.0f} V: {field_scaling:.3f}")
print(f"Rough mobility field coefficient: {gamma*10:.1e} (cm/V)^0.5")
print(f"Mobility factor at mean field: {np.exp(gamma*np.sqrt(F_mean)):.2f}")
print(f"Slope with field-dependent mobility: {m_field:.3f}")
print(f"Trap energy then misread from slope: {(m_field-1)*kT*1e3:.1f} meV")
print(f"Trap energy imitating slope 4: {l_imitation*kT*1e3:.1f} meV")
print(f"Thickness exponent of imitation: {imitation_thickness:.3f}")
print(f"Contact density for diffusion test: {n_contact*1e-6:.1e} cm^-3")
print(f"Diffusion: drift {V_low:.0f} V becomes {V_diff_low:.3f} V")
print(f"Diffusion: drift {V_high:.0f} V becomes {V_diff_high:.3f} V")
print(f"Same {V_high:.0f} V test with kT/q reduced 20-fold: {V_cold:.3f} V")
print(f"Apparent slope with diffusion: {m_diff:.3f}")
print(f"Trap energy read with diffusion: {(m_diff-1)*kT*1e3:.1f} meV")
print(f"Poole-Frenkel lowering if empty traps charged: {pf_lowering:.3f} eV")
print(f"Joule power at {V_high:.0f} V: {J_high*V_high*0.1:.4f} mW/cm2")
print("all assertions hold")
```

Output:

```
Temperature: 300 K; kT: 25.852 meV
Stated voltage slope: 4.0; index l: 3.0
Trap decay energy: 77.56 meV
Trap temperature: 900 K
Trap-energy error for slope error 0.1: 2.59 meV
Thickness: 200 nm; relative permittivity: 3.0
Mobility: 1.0e-06 cm2/Vs
Transport states: 1.0e+21 cm^-3
Total traps: 1.0e+19 cm^-3
Bias range: 5 to 10 V
Occupation factor Neff/Nt: 1.2092
Ideal numerical voltage slope: 4.00000
Ideal numerical thickness exponent: -7.00000
Law, current at 5 V: 0.7978 uA/cm2
Law, current at 10 V: 12.765 uA/cm2
Sharp-step law at 10 V: 22.569 uA/cm2
Sharp-step current / finite-T current: 1.768
Current at doubled thickness, 10 V: 0.0997 uA/cm2
Current reduction on doubling thickness: 128.00
Trap-free current at 10 V: 3735.4 uA/cm2
Mean field at 10 V: 0.500 MV/cm
Exit field at 10 V: 0.875 MV/cm
Free density at exit: 9.105e+13 cm^-3
Trapped density at exit: 5.440e+16 cm^-3
Free/trapped density at exit: 0.00167
Full-statistics current / law, 5 V: 0.9965
Full-statistics current / law, 10 V: 0.9864
Slope with free charge and full statistics: 3.9853
Slope from 1 to 2 V at 250 K: 4.600
Slope from 1 to 2 V at 300 K: 3.999
Slope from 1 to 2 V at 350 K: 3.565
Gaussian trap centre, width: 0.50, 0.10 eV
Gaussian trap density: 1.0e+18 cm^-3
Gaussian local slope at 5 V: 3.002
Gaussian local slope at 10 V: 3.315
Gaussian J(4V,2L)/J(V,L), V=5 V: 2.00000
Field-mobility J(4V,2L)/J(V,L), V=5 V: 2.786
Rough mobility field coefficient: 2.0e-03 (cm/V)^0.5
Mobility factor at mean field: 4.11
Slope with field-dependent mobility: 4.461
Trap energy then misread from slope: 89.5 meV
Trap energy imitating slope 4: 66.9 meV
Thickness exponent of imitation: -6.564
Contact density for diffusion test: 1.0e+19 cm^-3
Diffusion: drift 5 V becomes 3.596 V
Diffusion: drift 10 V becomes 8.331 V
Same 10 V test with kT/q reduced 20-fold: 9.731 V
Apparent slope with diffusion: 3.288
Trap energy read with diffusion: 59.1 meV
Poole-Frenkel lowering if empty traps charged: 0.310 eV
Joule power at 10 V: 0.1277 mW/cm2
all assertions hold
```
